Janak's Theorem for the Ultrasoft Pseudopotential Total Energy

**1. The situation**

Take a small amount of charge out of one orbital of an atom and let the remaining electrons readjust. The total energy changes, and we ask at what rate. In Kohn-Sham theory with ordinary normalized orbitals, the answer is Janak's theorem: the rate is the orbital's eigenvalue.

With ultrasoft pseudopotentials the answer needs a new look. The smooth orbital φ_i need not carry exactly one electron in |φ_i|². The difference is made up near the nucleus by augmentation functions, and its amount depends on φ_i itself. The orbitals obey a generalized orthonormality condition, and the nonlocal coefficients in the Hamiltonian depend on the density. We must find out what density is added when f_i increases, and whether the eigenvalue of the generalized problem is still the slope of the energy.

**2. The energy and its conventions**

We use Hartree atomic units, fixed nuclei and no spin polarization. The occupation f_j is the number of electrons in orbital j, with 0 < f_j ≤ 2. The occupations are varied independently, so the electron number N = Σ_j f_j may change.

Let β_n be the projectors and Q_nm(r) the augmentation functions. The density of one orbital is

n_j(r) = |φ_j(r)|² + Σ_nm Q_nm(r) ⟨φ_j|β_n⟩⟨β_m|φ_j⟩,  (1)

and the total density is

n(r) = Σ_j f_j n_j(r).  (2)

With Q_mn = Q_nm*, these densities are real. The bare nonlocal operator is

V_NL⁰ = Σ_nm D⁰_nm |β_n⟩⟨β_m|,  (3)

with D⁰ Hermitian. Apart from the constant ion-ion energy, the functional is

E[f,φ] = Σ_j f_j ⟨φ_j|T + V_NL⁰|φ_j⟩ + ∫V_loc n + E_H[n] + E_xc[n + n_core].  (4)

Here E_H = ½∬ n(r)n(r′)/|r − r′|, and n_core is a fixed partial core density. The orbitals satisfy

⟨φ_i|S|φ_j⟩ = δ_ij, S = 1 + Σ_nm q_nm |β_n⟩⟨β_m|, q_nm = ∫Q_nm(r) d³r.  (5)

The quantities D⁰, β, Q, V_loc and n_core belong to the ions and do not depend on the occupations. This assumption is essential, and section 7 shows what happens without it.

For given f, let E(f) denote the value of (4) at orbitals that make it stationary under (5). We assume that E_xc is differentiable and that these orbitals can be followed as differentiable functions of f. The claim is

dE/df_i = ε_i, where Hφ_i = ε_i Sφ_i,  (6)

with H derived in section 4.

**3. The density added by an occupation**

In (2) the occupation f_i appears explicitly as the factor in front of n_i, and implicitly because the stationary orbitals depend on f. Holding the orbitals fixed gives

(∂n/∂f_i)_φ = n_i(r).  (7)

The explicit derivative is therefore the augmented orbital density, not |φ_i|². Its integral is

∫n_i = ⟨φ_i|φ_i⟩ + Σ_nm q_nm ⟨φ_i|β_n⟩⟨β_m|φ_i⟩ = ⟨φ_i|S|φ_i⟩ = 1.  (8)

Raising f_i by δ adds δ electrons, as it must.

The total derivative also contains the response of all the orbitals:

dn/df_i = n_i + n_relax, n_relax = Σ_j f_j ∂n_j/∂f_i.  (9)

Each n_j integrates to one for every f, so ∫n_relax = Σ_j f_j ∂(1)/∂f_i = 0. Relaxation moves charge about without adding any. It need not vanish point by point.

**4. The derivative with respect to an orbital**

Define the effective potential as the derivative of the last three terms of (4) with respect to the density:

V_eff = V_loc + V_H + V_xc.  (10)

Here V_H(r) = ∫n(r′)/|r − r′| d³r′. The factor ½ in E_H has gone because the density occurs twice there, with equal contributions. V_xc is evaluated at n + n_core.

Now change φ_j by δφ_j at fixed f. From (1) and (2),

δn = f_j [δφ_j* φ_j + Σ_nm Q_nm ⟨δφ_j|β_n⟩⟨β_m|φ_j⟩] + c.c.  (11)

The energy changes by

δE = f_j ⟨δφ_j|T + V_NL⁰|φ_j⟩ + c.c. + ∫V_eff δn.  (12)

Inserting (11), the last term is

∫V_eff δn = f_j [⟨δφ_j|V_eff|φ_j⟩ + Σ_nm (∫V_eff Q_nm) ⟨δφ_j|β_n⟩⟨β_m|φ_j⟩] + c.c.  (13)

The second piece has the same operator form as V_NL⁰, so the two combine:

δE = f_j ⟨δφ_j|H|φ_j⟩ + c.c.,  (14)

H = T + V_eff + Σ_nm D_nm |β_n⟩⟨β_m|,  (15)

D_nm = D⁰_nm + ∫V_eff(r) Q_nm(r) d³r.  (16)

These are the screened coefficients. The screening arises because a change in φ_j also changes the augmentation charge, which has an energy in V_eff.

**5. Why the stationary orbitals are eigenstates**

The constraints are C_jk = ⟨φ_j|S|φ_k⟩ − δ_jk = 0. Since C_kj = C_jk*, the independent real constraints are counted by a Hermitian matrix of multipliers Λ. We make

L = E − Σ_jk Λ_kj C_jk  (17)

stationary. Collecting the terms that multiply ⟨δφ_i| and using (14) gives

f_i Hφ_i = Σ_k Λ_ki Sφ_k.  (18)

Multiply from the left by ⟨φ_j| and use (5):

f_i ⟨φ_j|H|φ_i⟩ = Λ_ji.  (19)

Exchange i and j in (19) and take the complex conjugate. Because H is Hermitian,

f_j ⟨φ_j|H|φ_i⟩ = Λ_ij*.  (20)

Since Λ_ji = Λ_ij*, subtraction gives

(f_i − f_j) ⟨φ_j|H|φ_i⟩ = 0.  (21)

For unequal occupations, H has no matrix element between the two orbitals. If this holds for all pairs, (19) reduces to Λ_ji = f_i ε_i δ_ji with ε_i = ⟨φ_i|H|φ_i⟩. Equation (18) becomes f_i Hφ_i = f_i ε_i Sφ_i, and division by f_i > 0 gives the eigenvalue equation in (6).

Two cases need a separate word.

Equal occupations: (21) then says nothing about the pair. A unitary rotation between the two orbitals leaves the sum of f_j|φ_j⟩⟨φ_j| unchanged, and with it the energy. Once f_i differs from f_j by any small amount, however, (21) again requires H to be diagonal. A set of orbitals that is to continue smoothly to neighbouring occupations must therefore consist of eigenstates. We choose those.

Empty orbitals: at f_i = 0, equation (18) gives no eigenvalue equation for φ_i. We then define the orbital and its slope by the limit f_i → 0⁺, provided this limit exists.

**6. The derivative of the energy**

By the chain rule, dE/df_i is an explicit part at fixed orbitals plus a relaxation part.

For the explicit part, differentiate (4) with the orbitals held fixed and use (7):

(∂E/∂f_i)_φ = ⟨φ_i|T + V_NL⁰|φ_i⟩ + ∫V_eff n_i.  (22)

Insert n_i from (1):

∫V_eff n_i = ⟨φ_i|V_eff|φ_i⟩ + Σ_nm (∫V_eff Q_nm) ⟨φ_i|β_n⟩⟨β_m|φ_i⟩.  (23)

The last sum contains D_nm − D⁰_nm from (16). Added to V_NL⁰, it turns the bare coefficients into the screened ones, and so

(∂E/∂f_i)_φ = ⟨φ_i|H|φ_i⟩ = ε_i ⟨φ_i|S|φ_i⟩ = ε_i.  (24)

The augmentation charge in n_i thus supplies the screening of D in the eigenvalue.

For the relaxation part, write ∂φ_j for ∂φ_j/∂f_i. Equation (14), summed over all orbitals, gives

R = Σ_j f_j [⟨∂φ_j|H|φ_j⟩ + ⟨φ_j|H|∂φ_j⟩].  (25)

Use Hφ_j = ε_j Sφ_j in the first term and its adjoint in the second. Since ε_j is real,

R = Σ_j f_j ε_j [⟨∂φ_j|S|φ_j⟩ + ⟨φ_j|S|∂φ_j⟩].  (26)

S does not depend on f, so the bracket is the derivative of ⟨φ_j|S|φ_j⟩. This norm equals one for every f, and therefore

R = Σ_j f_j ε_j ∂⟨φ_j|S|φ_j⟩/∂f_i = 0.  (27)

Adding (24) and (27) proves dE/df_i = ε_i.

The result R = 0 does not mean that relaxation is weak. Grouping the terms of (4) differently,

R = Σ_j f_j ∂⟨φ_j|T + V_NL⁰|φ_j⟩/∂f_i + ∫V_eff n_relax = 0.  (28)

The two parts can be large. What vanishes is their sum.

Relaxation enters the energy at the next order. Let F(f) be the energy computed with the orbitals frozen at their solution for f⁰. They remain admissible when f changes, because (5) does not contain f. F and E agree at f⁰, and by (24) and (27) so do their first derivatives. If both are three times continuously differentiable, then for a change δ in f_i

F − E = ½ (F″ − E″) δ² + O(δ³).  (29)

**7. Limits and conditions**

If all Q_nm vanish, then S = 1, D = D⁰ and n_i = |φ_i|². We recover the theorem for a norm-conserving pseudopotential.

A second check is a constant shift c of V_loc. The energy (4) changes by c∫n = cN, so its slope with respect to f_i must change by c. In H, the local potential gains c, and by (16) each D_nm gains c q_nm. Together these are

c (1 + Σ_nm q_nm |β_n⟩⟨β_m|) = cS,  (30)

so each eigenvalue moves by c, as required. Without the screening of D this would fail.

If N is held fixed, only transfers between orbitals are allowed. Moving a small charge δ from orbital j to orbital i changes the energy by (ε_i − ε_j)δ to first order. The constant c then cancels.

Suppose next that D⁰ and Q were allowed to depend on f, with β, V_loc and n_core still fixed. The explicit derivative would gain terms from ∂D⁰/∂f_i and ∂Q/∂f_i. The constraint would give

⟨∂φ_j|S|φ_j⟩ + ⟨φ_j|S|∂φ_j⟩ = −⟨φ_j|∂S/∂f_i|φ_j⟩  (31)

instead of zero. Collecting the terms,

dE/df_i = ε_i + Σ_j f_j Σ_nm X_j,nm ⟨φ_j|β_n⟩⟨β_m|φ_j⟩,  (32)

X_j,nm = ∂D⁰_nm/∂f_i + ∫V_eff ∂Q_nm/∂f_i − ε_j ∂q_nm/∂f_i.  (33)

A pseudopotential regenerated for each occupation therefore does not in general obey the simple theorem.

The proof uses stationarity, not minimality. It also needs a differentiable branch of solutions. Where the solution jumps from one branch to another, or E_xc has a kink, the two one-sided slopes may differ.

**8. Finite changes of occupation**

Integrating (6) along a continuous branch, with the other occupations fixed, gives

E(f_i = b) − E(f_i = a) = ∫_a^b ε_i df_i.  (34)

For an interval of length one with midpoint m, expand ε_i(m + x) in x and integrate from −½ to ½. The linear term cancels, and the quadratic one gives ½ε_i″(m)·(1/12):

∫ε_i df_i ≈ ε_i(m) + ε_i″(m)/24.  (35)

The midpoint eigenvalue is a good estimate when ε_i is nearly linear in f_i. The eigenvalue at one end is a good estimate if ε_i hardly changes over the interval; when ε_i is nearly linear, its error is about half the total change of ε_i.

**9. A worked example**

The model is a spherical atom with two s orbitals and round parameters. The local potential is −4 erf(r/0.8)/r, and the only exchange-correlation term is local exchange, evaluated at n + n_core, where n_core is a Gaussian proportional to exp(−4r²) that holds 0.5 electrons. There are two normalized projectors, proportional to exp(−r²/0.64) and r² exp(−r²/0.64), and the bare coefficients are D⁰_11 = 1.0, D⁰_12 = 0.2 and D⁰_22 = 0.6 Ha. The augmentation functions have the form Q_nm = a_n a_m with two real positive short-ranged functions, a_1 proportional to exp(−4r²) and a_2 to r² exp(−4r²), scaled so that q_11 = 0.36 and q_22 = 0.16. The augmentation part of (1) is then |Σ_n a_n⟨β_n|φ_j⟩|², so the density cannot become negative. This is a convenience of the model, since real augmentation functions may change sign.

At f_1 = 1.6 and f_2 = 0.9 the screened coefficients are D_11 = −0.25915, D_12 = −0.4125 and D_22 = 0.1041 Ha. Screening has shifted D_11 by −0.25915 − 1.0 = −1.25915 Ha.

The lower orbital has soft charge 0.6124 and augmentation charge 0.3876, which add to one. Its eigenvalue is assembled from (22) and (23), in the order one-body part, V_eff on the soft density, V_eff on the augmentation:

ε_1 = 1.31842 − 1.37220 − 1.29055 = −1.34433 Ha (−36.581 eV).

For the upper orbital, whose augmentation charge is 0.0265,

ε_2 = 0.41574 − 0.76802 − 0.09015 = −0.44243 Ha (−12.039 eV).

The slopes were found separately, by solving the self-consistent problem at neighbouring occupations and differencing the total energies from (4). They agree with the eigenvalues to about 10⁻⁹ Ha. Had we used |φ_i|² in place of n_i in (22), the predicted slopes would have been −0.0538 and −0.3523 Ha. With the potential vanishing at infinity, the first misses nearly the whole eigenvalue. The size of the miss depends on that choice of zero: a shift c of V_loc changes the omitted term by c times the augmentation charge, here 0.3876c.

Relaxation is far from small here. When f_1 is varied, the integral of |n_relax| is 0.552, compared with ∫n_1 = 1. The two parts of (28) are −0.50896 and +0.50896 Ha, and they cancel. The frozen-orbital energy lies above the relaxed one by 3.515 × 10⁻⁵ Ha for a change of 0.02 in f_1, and by 1.4062 × 10⁻⁴ Ha for a change of 0.04, each averaged over an increase and a decrease. The ratio is 4.000, as the δ² law (29) requires.

At f_1 = f_2 = 1 the eigenvalues are −1.82556 and −0.63471 Ha. Rotating the orbitals by 30° leaves the energy unchanged, but the frozen slope in f_1 becomes

cos²30° · (−1.82556) + sin²30° · (−0.63471) = −1.52785 Ha.

The relaxed slope is −1.82556 Ha, the eigenvalue. This is the distinction made in section 5: the rotated set is stationary at equal occupations, but it does not continue smoothly to unequal ones.

Finally, remove one electron from the upper orbital of the neutral atom, f = (2, 2). The difference of total energies is

E(2,1) − E(2,2) = −5.11866 + 5.31508 = 0.19642 Ha (5.345 eV).

The integral of −ε_2 from f_2 = 1 to 2 gives the same 0.19642 Ha. The eigenvalue of the neutral atom alone would suggest 0.10477 Ha, little more than half. It fails because ε_2 falls from −0.10477 to −0.29396 Ha as the electron is removed.

The midpoint value is −ε_2(1.5) = 0.19494 Ha, too small by 0.0015 Ha, or 0.8% of the removal energy. Equation (35) lets us check this size. To second order, the mean of the two end values differs from the midpoint value by ε_2″/8:

ε_2″/8 ≈ ½(−0.10477 − 0.29396) + 0.19494 = −0.0044 Ha.

One third of this is ε_2″/24 ≈ −0.0015 Ha, in agreement with the error found. The midpoint error in this example is thus accounted for by the curvature of ε_2.

The numerical check carries out these comparisons, except the curvature estimate of the midpoint error, which is worked by hand above from the eigenvalues it prints. A finer grid in a larger box changes the neutral atom's energy and eigenvalues by at most 5 × 10⁻⁶ Ha, enough to move the last digit of ε_2 from −0.10477 to −0.10478 Ha.

Computed results

```
ion charge 4.0 e, local width 0.8 bohr
widths: projector 0.8, augmentation 0.5 bohr
augmentation amplitudes 0.6, 0.4
partial core 0.5 electrons, Gaussian exponent 4.0 bohr^-2
box radius 20.0 bohr, grid step 0.100 bohr
occupations f1 = 1.6, f2 = 0.9
total energy E = -4.611218 Ha
element 11: q = 0.360000, bare D = 1.000 Ha, screened D = -0.259150 Ha
element 12: q = 0.185903, bare D = 0.200 Ha, screened D = -0.412460 Ha
element 22: q = 0.160000, bare D = 0.600 Ha, screened D = 0.104149 Ha
orbital 1: eigenvalue -1.34433457 Ha = -36.5812 eV
orbital 1: slope of relaxed energy -1.34433457 Ha
orbital 1: slope minus eigenvalue -1.0e-09 Ha
orbital 1: soft charge 0.612370, augmentation 0.387630
orbital 1: one-body part (T and bare D) 1.318417 Ha
orbital 1: V_eff on soft density -1.372201 Ha
orbital 1: V_eff on augmentation -1.290551 Ha
orbital 1: slope if augmentation is dropped -0.053784 Ha
orbital 1: integral of |relaxation density| 0.552420
orbital 1: relaxation, one-body part -0.508964 Ha
orbital 1: relaxation, V_eff part 0.508964 Ha
orbital 1: mean frozen-relaxed gap at df = 0.02: 3.5154e-05 Ha
orbital 1: same at df = 0.04: 1.4062e-04 Ha, ratio 4.0002
orbital 2: eigenvalue -0.44242618 Ha = -12.0390 eV
orbital 2: slope of relaxed energy -0.44242618 Ha
orbital 2: slope minus eigenvalue -6.8e-10 Ha
orbital 2: soft charge 0.973550, augmentation 0.026450
orbital 2: one-body part (T and bare D) 0.415745 Ha
orbital 2: V_eff on soft density -0.768019 Ha
orbital 2: V_eff on augmentation -0.090152 Ha
orbital 2: slope if augmentation is dropped -0.352274 Ha
orbital 2: integral of |relaxation density| 0.183098
orbital 2: relaxation, one-body part -0.124029 Ha
orbital 2: relaxation, V_eff part 0.124029 Ha
orbital 2: mean frozen-relaxed gap at df = 0.02: 2.6575e-06 Ha
orbital 2: same at df = 0.04: 1.0631e-05 Ha, ratio 4.0004
f1 = f2 = 1.0: eigenvalues -1.825560, -0.634713 Ha
f1 = f2: relaxed slope in f1 -1.825560 Ha
f1 = f2: frozen slope, orbitals rotated by 30 deg, -1.527848 Ha
neutral atom f = (2,2): E = -5.315076 Ha, eps2 = -0.104774 Ha
cation f = (2,1): E = -5.118660 Ha, eps2 = -0.293956 Ha
removal energy from totals 0.196416 Ha = 5.3448 eV
minus integral of eps2 over f2 0.196416 Ha
minus eps2 at f2 = 1.5: 0.194935 Ha
midpoint error -1.48e-03 Ha
finer grid, larger box: change in E 4.9e-07 Ha, in eigenvalues 4.9e-06 Ha
```
